# Density of overlapping pinhole pairs in two adjacent barrier layers

A leakage estimate for a two-layer barrier film has to settle which area converts the pinhole densities of the single layers into a density of through-paths. The product of two densities has the dimension of an inverse area squared, so it must be multiplied by an area before it can be compared with the size of a panel. That area could be the opening of a hole in the first layer, the opening of a hole in the second, or something larger. The choice changes the expected number of defective panels, and with it the decision whether to add a second layer, clean the substrate better or shrink the holes.

Let two layers, which may differ in composition, touch at a plane interface. Layer $i$, with $i=1,2$, has pinholes whose openings at this interface are circles of radius $r_i$. The composition enters only through the density and size of these holes. The hole centres in layer $i$ form a homogeneous Poisson process of density $n_i$: a small area $dA$ contains a centre with probability $n_i\,dA$, and the numbers of centres in disjoint regions are independent. The two layers are also independent of each other. A pair means one hole from each layer whose openings share some area. Such a pair gives an open path through both layers, provided that each hole passes through its own layer.

The first question is geometrical. Let $d$ be the distance between the two centres, measured in the plane. If the discs share a point $p$, the distances from $p$ to the centres are at most $r_1$ and $r_2$, and the triangle inequality gives $d\le r_1+r_2$. Conversely, if $d<r_1+r_2$, the discs share an area: either one lies inside the other, or the line between the centres has a segment that belongs to both. The case $d=r_1+r_2$ is a single point of contact and has probability zero. The condition for a pair is therefore

$$
d<R,\qquad R=r_1+r_2 .
$$

Seen from a hole in layer 1, the partner's centre may lie anywhere in a disc of radius $R$. The area of this disc is

$$
a=\pi R^2=\pi(r_1+r_2)^2 .
$$

This is the area sought. It exceeds both openings because a partner can overlap the hole while its own centre lies outside it.

Now fix a hole in layer 1. Since layer 2 is independent of layer 1, the presence of this hole does not alter the density $n_2$ around it. The number $k$ of its partners is the number of layer-2 centres in an area $a$, which is a Poisson variable with mean

$$
\nu=n_2a .
$$

Consider a window of area $A$, and assign each pair to the position of its layer-1 centre, so that no pair is counted twice. Let layer 2 continue beyond the window, so that holes near the boundary keep their full partner area. The window contains $n_1A$ layer-1 holes on average, each with $\nu$ partners on average. The mean of the total number of pairs $K$ is then

$$
m=\langle K\rangle=n_1A\,\nu=n_1n_2aA .
$$

Division by $A$ gives the mean areal density of overlapping pairs,

$$
\mu=\pi n_1n_2(r_1+r_2)^2 .
$$

The formula is symmetric in the two layers, as it must be. If $r_2\to0$, it becomes $n_2$ times the summed area of the layer-1 holes per unit area, $n_1\pi r_1^2$: point-like defects must land inside the holes of layer 1. If both radii equal $r$, the partner area is $4\pi r^2$, four times the area of one opening.

The derivation of the mean used less than was assumed. Suppose that the holes of layer 1 are clumped, but layer 2 is homogeneous and independent of them. Each layer-1 hole still has $\nu$ partners on average, and averages add whether or not the partner numbers are correlated. The mean is unchanged. Clumping does change the fluctuations, and therefore the chance that a panel has no pair at all.

The density of pairs is also not the density of layer-1 holes that take part in a pair, since one hole can have several partners. A layer-1 hole has no partner with probability $e^{-\nu}$, so the density of layer-1 holes with at least one partner is

$$
n_1\left(1-e^{-n_2a}\right)
= n_1n_2a\left(1-\frac{n_2a}{2}+\cdots\right).
$$

The two densities agree to leading order when $n_2a\ll1$. For dense holes they separate. In an arbitrary length unit, take $r_1=1$, $r_2=0.5$, $n_1=0.04$ and $n_2=0.06$, so that $n_1a=0.283$ and $n_2a=0.424$. A square of side 30 then holds on average $0.04\times900=36$ layer-1 holes and 15.27 pairs, but only 12.44 of the layer-1 holes have a partner. Groups of holes linked by overlaps are fewer still, because several layer-1 holes can share one layer-2 hole. The number of separate open areas is a different count again, since one layer-1 hole can contain several of them.

The size of the shared opening follows from counting how often a given point is open in both layers. The point is covered on average by $n_1\pi r_1^2$ holes of layer 1 and $n_2\pi r_2^2$ holes of layer 2. By independence, the mean number of pairs that cover it is the product $\pi^2n_1n_2r_1^2r_2^2$. Integrated over a unit area, this is the summed overlap area of all pairs per unit area. Division by the number of pairs per unit area gives the mean overlap area of a pair,

$$
\bar s=\frac{\pi^2n_1n_2r_1^2r_2^2}{\pi n_1n_2(r_1+r_2)^2}
=\frac{\pi r_1^2r_2^2}{(r_1+r_2)^2}.
$$

This is less than the area of the smaller opening, so some overlaps are partial. Within the partner disc, the second centre is uniformly distributed. The smaller opening lies wholly inside the larger if $d\le|r_1-r_2|$, which happens in a fraction $(r_1-r_2)^2/(r_1+r_2)^2$ of the pairs. For equal radii this fraction vanishes.

For a yield estimate one needs the probability $P_0$ that the window contains no pair. It is tempting to set $P_0=e^{-m}$, but $K$ is not strictly a Poisson variable, because different pairs can share a hole. The error can be bounded from both sides.

For the lower bound, let $U$ be the union of the partner discs around all layer-1 centres in the window, and $|U|$ its area. For a given layer-1 pattern there is no pair if layer 2 has no centre in $U$, which has probability $e^{-n_2|U|}$. The exponential is convex, so its mean is at least its value at the mean argument. Overlap of the discs can only reduce the area of their union, hence $\langle|U|\rangle\le n_1Aa$. Together,

$$
P_0=\left\langle e^{-n_2|U|}\right\rangle
\ge e^{-n_2\langle|U|\rangle}
\ge e^{-n_1n_2aA}=e^{-m}.
$$

For the upper bound, let $I_0$ equal 1 if $K=0$ and 0 otherwise. For every integer $K\ge0$,

$$
I_0\le\frac{(K-1)(K-2)}{2}=1-K+\frac{K(K-1)}{2},
$$

because the middle expression is 1 at $K=0$, zero at $K=1$ and $K=2$, and positive beyond. The mean of the left side is $P_0$. The right side requires $\langle K(K-1)\rangle$. Write $K=\sum_i k_i$, where $k_i$ is the partner number of layer-1 hole $i$. Then

$$
K(K-1)=\sum_i k_i(k_i-1)+\sum_{i\ne j}k_ik_j .
$$

For a Poisson variable of mean $\nu$, $\langle k(k-1)\rangle=\nu^2$. The first sum therefore has the mean $n_1A\nu^2=m\,n_2a$. In the second sum, $k_i$ and $k_j$ count layer-2 centres in two discs $B_i$ and $B_j$. Only centres in the common part make them correlated, and the covariance is $n_2|B_i\cap B_j|$, so

$$
\langle k_ik_j\rangle=\nu^2+n_2|B_i\cap B_j| .
$$

Ordered pairs of distinct layer-1 centres have density $n_1^2$ in the two positions. The term $\nu^2$ contributes $n_1^2A^2\nu^2=m^2$. For the other term, fix the first centre and integrate over the second. Each point of the first disc is covered by the second disc for a set of positions of area $a$, so the integral of $|B_i\cap B_j|$ over the whole plane is $a^2$. Restriction to the window can only lower it. The contribution is at most $n_1^2n_2Aa^2=m\,n_1a$. Hence

$$
\langle K(K-1)\rangle\le m^2+m(n_1a+n_2a),
$$

$$
e^{-m}\le P_0\le1-m+\frac{m^2+m(n_1a+n_2a)}{2}.
$$

The same moment gives the variance, since $\mathrm{Var}\,K=\langle K(K-1)\rangle+m-m^2$:

$$
\mathrm{Var}\,K\le m(1+n_1a+n_2a).
$$

Equality holds in a periodic window wide enough that a disc does not overlap its own images, because nothing is then lost at an edge. The excess over the Poisson value $m$ comes from pairs that share a hole.

The dense system shows the size of these effects. In the periodic square of side 30 the variance formula gives a variance-to-mean ratio of 1.707. A Monte Carlo sample of 12,000 random patterns gave 1.774, which is 4 percent higher. For nearly normal counts, the relative sampling error of such a variance is about $\sqrt{2/12000}$, or 1.3 percent, so the deviation is about three sampling errors. Since the formula is exact for this periodic window, the deviation is a chance fluctuation of the sample. In a periodic square of side 8, the same number of patterns gave $P_0=0.436$, with a sampling error of about 0.005. This lies between the bounds 0.338 and 0.887. Here the simple exponential, 0.338, is clearly too low: one hole can belong to several pairs, which gathers the pairs into fewer patterns and leaves more patterns free of them.

Consider now a moisture barrier made by atomic layer deposition for an organic light-emitting display. Take $n_1=100\ \mathrm{cm^{-2}}$, $n_2=50\ \mathrm{cm^{-2}}$, $r_1=1.0\ \mathrm{\mu m}$ and $r_2=0.5\ \mathrm{\mu m}$, a square panel of side 10 cm, and layers 25 nm thick. These are round model parameters. The contact distance is $R=1.5\ \mathrm{\mu m}$, and

$$
a=\pi(1.5\ \mathrm{\mu m})^2=7.07\ \mathrm{\mu m^2}
=7.07\times10^{-8}\ \mathrm{cm^2}.
$$

The density of pairs is

$$
\mu=100\times50\times7.07\times10^{-8}\ \mathrm{cm^{-2}}
=3.5\times10^{-4}\ \mathrm{cm^{-2}},
$$

or 3.5 per square metre. On the panel of $100\ \mathrm{cm^2}$ there are on average 10,000 holes in layer 1 and 5,000 in layer 2, but only $m=0.035$ overlapping pairs. The two bounds on $P_0$ both round to 0.9653. Within the model, about 3.5 percent of such panels contain at least one pair. The simple exponential, which is the lower bound, suffices here because the upper bound exceeds it by less than $10^{-5}$.

The mean shared opening is $\pi\times1.0^2\times0.5^2/1.5^2=0.35\ \mathrm{\mu m^2}$, and the smaller hole lies wholly inside the larger in $0.5^2/1.5^2$, or 11 percent, of the pairs. Had the opening $\pi r_1^2$ been used in place of the partner area, the density of pairs would have come out too small by the factor $1.5^2/1.0^2=2.25$.

The small result rests on independence between the layers. A particle on the substrate may leave a hole in both. Let a fraction $f$ of the layer-1 holes continue concentrically into layer 2, each with the opening radius $r_2$ there, while the total density $n_2$ is held fixed. This requires $fn_1\le n_2$. The remaining layer-2 holes are independent and have density $n_2-fn_1$. A given layer-1 hole has its own continuation with probability $f$. It also meets the continuations of other holes, of density $fn_1$, and the independent holes. These last two densities add up to $n_2$, so its mean number of partners is $f+n_2a$, and

$$
\mu_f=fn_1+\pi n_1n_2(r_1+r_2)^2 .
$$

The shared term equals the coincidence term when $f=n_2a=3.5\times10^{-6}$, which is one layer-1 hole in about 280,000. If one hole in a hundred is shared, the added density is $0.01\times100=1\ \mathrm{cm^{-2}}$, about 2,800 times $\mu$. The panel would then have 100 shared holes on average. In this regime, a lower density of independent holes in layer 2 hardly helps as long as $fn_1$ stays the same; the shared holes must be removed.

A second assumption is that the openings must overlap. If moisture can also travel along the interface over a gap of length $\ell$ between the edges of two openings, the condition becomes $d<R+\ell$, and the density of connected pairs is $\pi n_1n_2(R+\ell)^2$. For $\ell=10\ \mathrm{\mu m}$ it grows by the factor $(11.5/1.5)^2\approx59$. This counts connected pairs and says nothing about the flow through each, which depends on the resistance of the lateral path.

Real holes also differ in size. Let the radii be independent random variables with means $\bar r_i$ and standard deviations $s_i$, unrelated to the positions. The partner area is then averaged over both radii. Since $\langle r_i^2\rangle=\bar r_i^2+s_i^2$ and $\langle r_1r_2\rangle=\bar r_1\bar r_2$,

$$
\langle(r_1+r_2)^2\rangle
=(\bar r_1+\bar r_2)^2+s_1^2+s_2^2 .
$$

With the same mean radii as before and standard deviations of half the mean, $\mu$ rises by the factor $1+(0.5^2+0.25^2)/1.5^2=1.14$.

The hole densities may also vary across a panel. Let both layers have local densities $n_i[1+g(\mathbf x)]$, where $g$ has zero mean and relative root-mean-square size $c$, and changes little over the distance $R$. The local density of pairs is proportional to $(1+g)^2$, whose mean is $1+2\langle g\rangle+\langle g^2\rangle=1+c^2$. A common variation with $c=0.5$ therefore raises the mean density of pairs by 25 percent. If only one layer varies, the linear term averages to zero and the mean stays as it was.

The remaining corrections are small for these numbers. The second layer can coat the rim of a hole in the first, so an opening edge is uncertain by about one layer thickness. A shift of $R$ by 25 nm changes $\mu$ by $(1+0.025/1.5)^2-1$, or 3.4 percent. At the panel boundary, both centres may have to lie inside the square of side $L$. For a displacement $(x,y)$ between them, the layer-1 centre can then occupy an area $(L-|x|)(L-|y|)$. Integration over the disc of radius $R$, with $\int|x|\,dx\,dy=4R^3/3$ and $\int|xy|\,dx\,dy=R^4/2$, gives

$$
\frac{m_{\rm edge}}{m}
=1-\frac{8R}{3\pi L}+\frac{R^2}{2\pi L^2}.
$$

For $R=1.5\ \mathrm{\mu m}$ and $L=10$ cm the relative loss is $1.3\times10^{-5}$.

Set beside a real display barrier, the layer thickness is of a usual order, while the hole densities are only rough: they depend strongly on particles and handling and can differ from the chosen values by orders of magnitude. The micrometre radii and the path $\ell=10\ \mathrm{\mu m}$ are model values as well, and pinholes in such films can be much smaller. Since $\mu$ scales as $R^2$, radii ten times smaller lower it a hundredfold, to 0.035 per square metre, and a shift of $R$ by 25 nm then changes $\mu$ by about $+36$ or $-31$ percent instead of about 3 percent. Because $\mu$ contains the product of the densities, a tenfold reduction of both at fixed radii also lowers it a hundredfold. The assumption most at risk is independence, since one particle can disturb both layers, and the estimate above shows that even rare shared holes can raise the result by a factor of thousands. Permeation through the intact film is not counted at all. The value of 3.5 pairs per square metre is therefore the contribution of chance coincidences, not a prediction of total leakage. To decide whether a second layer is worth depositing, one needs at least the shared fraction $f$, the hole densities and opening radii of the separate layers, and an estimate of how far moisture travels along the interface.

Numerical values quoted here were computed with a short program.
